Why Finite-Difference PAW Energies Are Not Upper Bounds

A hydrogen atom treated with the projector augmented-wave (PAW) method on a real-space grid of spacing 0.3 bohr, with the second-order central stencil for the Laplacian, has a computed ground-state energy 4.54 mHa (124 meV) below −1/2 hartree. Yet −1/2 hartree is the exact nonrelativistic energy for a fixed point nucleus, and the PAW equations used here have precisely this value as their lowest eigenvalue. The grid energy is found by minimization, and a minimization over trial functions ought to end above the true minimum.

The expectation fails because the grid calculation minimizes a different functional. To see where the 4.54 mHa come from, we first need a PAW problem whose continuum answer is known beyond doubt. Hartree atomic units are used throughout, with energy errors in millihartree (mHa).

**The continuum problem**

Let T = −½∇² and v = −1/r. The ground state is φ = e^(−r)/√π, with E₀ = −1/2. Inside a sphere Ω of radius r_c = 1.5 bohr, φ is replaced by a smooth function φ̃ and v by a smooth potential ṽ. Outside, φ̃ = φ and ṽ = v. With one projector p, confined to the sphere and normalized by ⟨p|φ̃⟩ = 1, the PAW eigenvalue problem is H̃ψ̃ = E S̃ψ̃, where

H̃ = T + ṽ + |p⟩ΔH⟨p|,  S̃ = 1 + |p⟩ΔS⟨p|,

ΔH = ⟨φ|T + v|φ⟩_Ω − ⟨φ̃|T + ṽ|φ̃⟩_Ω,  ΔS = ⟨φ|φ⟩_Ω − ⟨φ̃|φ̃⟩_Ω.

The subscript Ω restricts the integral to the sphere. These one-centre numbers are computed by accurate radial quadrature, so the subtracted smooth kinetic energy in ΔH contains no grid error.

The projector is built from

χ = (E₀ − T − ṽ)φ̃,  D = ⟨χ|φ̃⟩,  p = χ/D.

Outside the sphere χ vanishes, because there φ̃ and ṽ satisfy the original Schrödinger equation. Inside, (T + v − E₀)φ = 0, so only the smooth part contributes to

ΔH − E₀ΔS = −⟨φ̃|T + ṽ − E₀|φ̃⟩_Ω = ⟨φ̃|χ⟩ = D.

It follows that φ̃ is an eigenfunction at E₀:

(H̃ − E₀S̃)φ̃ = −χ + D p⟨p|φ̃⟩ = −χ + χ = 0.

It must still be shown that no eigenvalue lies lower. Put s = r² and s₀ = r_c². Inside the sphere, √π φ̃ is the fifth-degree Taylor polynomial of e^(−√s) about s₀, and ṽ is that of −1/√s. The derivatives of 1/√s alternate in sign. So do those of f = e^(−√s): since −f′ = f/(2√s), the product rule passes the alternation from the derivatives of f up to order n on to order n + 1. For s < s₀ the powers (s − s₀)^k alternate too, so every Taylor term of f and of 1/√s, and the remainder, is positive. Truncation therefore gives φ̃ < φ and ṽ > v inside the sphere.

The first inequality makes ΔS positive, hence S̃ is positive. The second makes A = T + ṽ − E₀ positive: ⟨g|T + v − E₀|g⟩ is never negative and vanishes only for g proportional to φ, for which ⟨g|ṽ − v|g⟩ is positive. Now χ = −Aφ̃, so D = −⟨φ̃|A|φ̃⟩ < 0 and p = −Aφ̃/D. For any g,

⟨g|H̃ − E₀S̃|g⟩ = ⟨g|A|g⟩ + D|⟨p|g⟩|²
 = ⟨g|A|g⟩ − |⟨φ̃|A|g⟩|²/⟨φ̃|A|φ̃⟩ ≥ 0.

The last step is the Cauchy–Schwarz inequality for the scalar product defined by A. Thus E₀ is the minimum of the continuum PAW problem, and no spurious state lies below it.

The computed integrals are K = ⟨φ̃|T|φ̃⟩ = 0.422709, V = ⟨φ̃|ṽ|φ̃⟩ = −0.777902, N = ⟨φ̃|φ̃⟩ = 0.962022 and D = −0.125818. They satisfy the projection of the eigenvalue equation on φ̃,

K + V − E₀N + D = 0.422709 − 0.777902 + 0.481011 − 0.125818 = 0.000000.

**The same atom on a grid**

On a cubic grid, integrals become h³ times sums over points, and T becomes a central-difference operator T_h. The one-centre numbers ΔH and ΔS stay as they are. The cube has half-width 12 bohr, with the orbital set to zero outside. Confinement by itself would raise the energy, so it cannot explain a result that is too low.

Insert the sampled continuum orbital φ̃ into the discrete energy quotient. Let K_h, V_h and N_h be the grid values of K, V and N, and P_h the grid value of ⟨p|φ̃⟩. The quotient is

R_h = (K_h + V_h + ΔH P_h²)/S_h,  S_h = N_h + ΔS P_h².

Subtract E₀ and use ΔH − E₀ΔS = D:

R_h − E₀ = (K_h + V_h − E₀N_h + D P_h²)/S_h.

The continuum identity K + V − E₀N + D = 0 may be subtracted in the numerator:

R_h − E₀ = [(K_h − K) + Q]/S_h,  (1)

Q = (V_h − V) − E₀(N_h − N) + D(P_h² − 1).

The first term is the stencil's kinetic error. Q collects the errors of sampling the potential, the norm and the projector. For the second-order stencil at h = 0.3 bohr, with the nucleus on a grid point,

K_h − K = −4.404 mHa,  Q = +0.013 mHa,  R_h − E₀ = −4.391 mHa.

The sampled exact solution thus already has a discrete energy below E₀. Minimization over all grid functions can only lower it further, here by 0.153 mHa, to E_h − E₀ = −4.544 mHa. The variational principle is intact within the discrete problem, and it pushes the result away from E₀.

The errors E_h − E₀ in mHa, nucleus on a grid point, are:

order 2: −20.43 (h = 0.6), −8.25 (h = 0.4), −4.54 (h = 0.3)
order 4: −3.40, −0.55, −0.17
order 6: −1.48, −0.071, −0.003

All nine are negative, and for each order they shrink in magnitude as h is reduced. With the nucleus at the centre of a grid cell the nine values are negative as well.

**The general statement**

Let a continuum PAW problem have lowest eigenvalue E₀ and smooth eigenfunction φ̃, and let the discrete overlap matrix be positive. Then

if (K_h − K) + Q < 0, then E_h < E₀.  (2)

The proof is equation (1) together with E_h ≤ R_h, which holds because E_h is the minimum of the discrete quotient. For several projectors, ΔH and ΔS become matrices, and the last term of Q becomes the grid error of Σ_ij ⟨φ̃|p_i⟩(ΔH_ij − E₀ΔS_ij)⟨p_j|φ̃⟩. The argument is otherwise unchanged.

An upper bound would be guaranteed if the grid quotient were the continuum quotient restricted to a subspace of functions. Sampling and differencing do not provide that. What remains is to find the sign of K_h − K.

**Why central stencils lose kinetic energy**

Apply a central stencil of order 2p, which uses p neighbours on each side, to a plane wave along one axis. The result is the wave times a number t_h(k), to be compared with k²/2. Put θ = kh and σ = sin(θ/2). By symmetry the stencil gives a combination of cos(mθ) with m ≤ p, which is a polynomial of degree p in cos θ = 1 − 2σ², and hence in σ². Order 2p means that h²t_h agrees with θ²/2 through the power θ^(2p). The polynomial must therefore be the expansion of θ²/2 = 2 arcsin²σ in powers of σ², cut off after σ^(2p).

To find that expansion, let y = arcsin²σ. Then (1 − σ²)y′² = 4y. Differentiating and dividing by 2y′ gives

(1 − σ²)y″ − σy′ = 2.

Insert y = Σ b_m σ^(2m). The constant term gives b₁ = 1, and the coefficient of σ^(2m) gives

(2m + 2)(2m + 1) b_(m+1) = [2m(2m − 1) + 2m] b_m = 4m² b_m.

All coefficients are positive. The recursion is solved by b_m = 4^m/[2m² C(2m,m)], with C the binomial coefficient, so that

h²t_h(k) = Σ_(m=1..p) (2 sin(θ/2))^(2m) / [m² C(2m,m)].  (3)

Cutting off a series of positive terms leaves too small a sum: t_h(k) < k²/2 for 0 < |k| ≤ π/h. At kh = 1 the stencil retains 91.9 % of the kinetic energy at order 2, 99.0 % at order 4 and 99.8 % at order 6. At the shortest wavelength of the grid, kh = π, it retains 41, 54 and 61 %.

In three dimensions the contributions of the axes add. For a function without Fourier components beyond |k_i| = π/h, the grid sum of the squared function equals its integral, and K_h is the average of Σ_i t_h(k_i) over the same momentum distribution that gives K. Hence K_h < K for every such function other than zero.

The restriction to band-limited functions matters. In one dimension the second-order stencil needs no such condition, because

|u_(j+1) − u_j|² = |∫u′dx|² ≤ h∫|u′|²dx

on each interval, and summing with the factor 1/(2h) gives K_h ≤ K. Higher orders lack this protection. Take a hat function that is 1 at one grid point and falls linearly to 0 at its neighbours. Its kinetic energy is ½·2h·(1/h²) = 1/h. The fourth-order stencil has central weight −5/2 and gives h·½·(5/2)/h² = 1.25/h, which is too large. A resolved smooth orbital is far from this case: K_h − K is negative in all eighteen stencil calculations for the atom.

**Size of the error**

The first term missing from (3) is the one with m = p + 1. For small θ,

k²/2 − t_h(k) ≈ h^(2p) k^(2p+2) / [(p + 1)² C(2p+2, p+1)].

Sum over the three axes. For a spherical orbital the directional average of (k_i/k)^(2p+2) is 1/(2p + 3), so

K_h − K ≈ −A_p h^(2p),

A_p = 3⟨k^(2p+2)⟩ / [(p + 1)² C(2p+2, p+1)(2p + 3)].  (4)

The moment is taken with φ̃ itself, whose PAW norm ⟨φ̃|S̃|φ̃⟩ is 1. For p = 1 the computed moment is ⟨k⁴⟩ = 1.978, hence

A₁ = 3 × 1.978/(4 × 6 × 5) = 0.04945,
A₁h² = 0.04945 × 0.09 = 0.00445 hartree at h = 0.3 bohr.

The solved energy error is 1.02 times the predicted −4.45 mHa. For p = 2 the prediction is −0.190 mHa and the ratio is 0.89. For p = 3 the prediction is −0.018 mHa, but the ratio is only 0.18.

The last ratio does not contradict the kinetic argument. At this spacing the sixth-order kinetic error is −0.0159 mHa while Q = +0.0126 mHa, so four fifths of it are cancelled. Nor need Q become negligible on finer grids. Near r_c the difference between φ̃ and φ starts with the sixth power of r_c − r, so χ, which contains second derivatives, starts with the fourth power. The Fourier transform of such a spherical function F at wave number G is (4π/G)∫rF sin(Gr)dr over the sphere. Since rF is odd in r and vanishes at r_c together with its first three derivatives, four integrations by parts leave no boundary term. The fifth leaves the fourth derivative at r_c times cos(Gr_c)/G⁵. The transform therefore decays as G^(−6), with an oscillating sign. The grid sum for P_h samples this transform at multiples of 2π/h, which gives an error of order h⁶, the same power as the sixth-order kinetic error. With these PAW functions, formula (4) is therefore the leading energy error for orders 2 and 4, but only one part of it for order 6.

**What the exact one-centre term does**

The kinetic part of ΔH adds the true kinetic energy in the sphere and subtracts that of φ̃. The grid term is supposed to supply the smooth energy that is subtracted. But the grid supplies the stencil's value, whereas the exact value is taken away. The deficit inside the sphere is left over.

The exactness of the one-centre term is thus not the origin of the deficit. A smooth local potential with no one-centre terms would have the same K_h − K for the same orbital. What exactness does is prevent a cancellation. This can be examined by evaluating the subtracted smooth energy with the stencil as well, which adds to ΔH the quantity

δ_in = h³ Σ_(r<r_c) φ̃(Tφ̃ − T_hφ̃).

At second order and h = 0.3 bohr, δ_in = 5.213 mHa. At this spacing thirty grid points lie exactly on the sphere; they are counted as outside, and counting them inside would give 5.177 mHa. The total deficit is 4.404 mHa, so the region outside contributes about −0.81 mHa, up to a sampling error of 0.006 mHa in the grid sum of φ̃Tφ̃. With P_h² and S_h close to 1, the sampled orbital now has the error

−4.404 + 5.213 + 0.013 = +0.822 mHa.

Minimization lowers this to +0.773 mHa (+0.736 mHa if the points on the sphere are counted inside). The error has shrunk from 4.54 to 0.77 mHa in magnitude, and it has changed sign. For this atom and stencil, convergence from below does depend on the subtracted term being exact.

The negative outside part may look odd after a proof that the deficit is positive. The proof concerns the integral over all space, not each region. To leading order T − T_h = (h²/24)Σ_i ∂_i⁴. Acting on a spherical function and integrated over directions, Σ_i ∂_i⁴ is equivalent to (3/5)∇⁴. Outside the sphere φ̃ = u/(√π r) with u = re^(−r), and ∇⁴ turns u into its fourth derivative u⁗ = (r − 4)e^(−r). The outside deficit is

(h²/24)(3/5)·4∫_(r_c..∞) r(r − 4)e^(−2r)dr.

For r_c = 3/2 the integrals of r²e^(−2r) and re^(−2r) are (17/8)e^(−3) and e^(−3). The result is (h²/10)(17/8 − 4)e^(−3) = −(3/16)e^(−3)h², or −0.84 mHa at h = 0.3 bohr, close to the −0.81 mHa found on the grid. A sum over the points outside a sharp sphere depends on how the grid cuts its surface, so such close agreement cannot be expected at every spacing.

**When the energy lies above**

Statement (2) has a condition, and the condition can fail. To expose the sampling error, replace the stencil by the sinc kinetic matrix, which gives k²/2 for every |k| < π/h and so has no deficit for band-limited functions. The errors E_h − E₀ in mHa are then, for the nucleus on a grid point and at a cell centre:

h = 0.8 bohr: +6.27 and −6.95
h = 0.6 bohr: −0.75 and +0.50
h = 0.5 bohr: +0.20 and −0.24

The change of sign follows from Poisson's summation formula. A grid sum equals the integral plus the Fourier components of the integrand at the reciprocal vectors G of the grid, each with a phase e^(iG·τ) set by the position τ of the atom. Moving the atom from a grid point to a cell centre shifts it by h/2 along each axis. For the six shortest vectors, of length 2π/h, the phase becomes e^(±iπ) = −1. When these components dominate, the sampling error is reversed. At h = 0.6 and 0.5 bohr the errors above are almost entirely Q. At h = 0.8 bohr φ̃ is not band-limited on the grid, and about a quarter of the error is aliasing in K_h − K, which reverses in the same way.

A stencil calculation contains this error too. At h = 0.6 bohr and order 2 it is hidden: the errors are −20.4 and −19.2 mHa in the two positions. At order 6 they are −1.48 and −0.24 mHa, so moving the atom changes the energy by 1.24 mHa, more than the kinetic error of −0.73 mHa on the grid point. Raising the order reduces the kinetic deficit but leaves Q, so the sign of the error is no longer assured.

A self-consistent density-functional calculation brings in a further term. Suppose the electrostatic energy of the smooth neutral charge density ρ̃ is obtained from a Poisson equation with the same kind of stencil. Each Fourier component of that energy is proportional to |ρ̃(k)|²/k², with k² replaced by the smaller stencil value. For a band-limited density this energy is therefore too high, opposite to the kinetic error. The two stencil errors thus compete, and the kinetic argument alone does not fix the sign of the error in the total energy.

**Where an upper bound does hold**

The same PAW operators can be used with a basis of functions and accurately evaluated integrals. With one to five s-type Gaussians for the smooth orbital, the errors are +58.9, +19.8, +0.872, +0.869 and +0.312 mHa. Each basis contains the previous one, so the energies cannot rise, and none can fall below E₀, the minimum proved above. This is a true Rayleigh–Ritz calculation. The opposite behaviour on the grid is thus a property of the discretization, not of the PAW operators.

Even this bound refers to the PAW problem, not automatically to the all-electron one. The two minima coincide here because the partial wave was taken from the exact ground state, which makes E₀ an eigenvalue, and because φ̃ < φ and ṽ > v exclude a lower one. On a fine radial grid that reproduces the 1s level to 0.0002 mHa, the 2s level of the same operators is −0.12487 hartree, 0.13 mHa above the exact −1/8, since a single partial wave at E₀ does not describe the 2s orbital fully inside the sphere. Nothing shown here fixes the sign of that difference for other PAW functions. It survives at zero grid spacing and has to be judged separately from the grid error.

For a practical calculation, a lower energy on one grid than on another is no sign of a better result: by the energy alone, the coarsest second-order grid would win among the stencil calculations, with an error of −20.4 mHa. What has to be shown is that the energy no longer changes when the spacing is reduced and when the atom is moved relative to the grid. The full set of values is in the numerical output.

Numbers as computed

```
sphere radius 1.5 bohr, box half-width 12.0 bohr
one-centre dT = 0.077291, dV = -0.222098 hartree
one-centre dH = -0.144807 hartree, dS = 0.037978, D = -0.125818 hartree
smooth orbital: T = 0.422709, V = -0.777902 hartree, norm = 0.962022
order 2: T_h/T at kh=1: 0.919395, at kh=pi: 0.4053
order 4: T_h/T at kh=1: 0.989836, at kh=pi: 0.5404
order 6: T_h/T at kh=1: 0.998471, at kh=pi: 0.6124
hat function T_h/T: order 2 1.000, order 4 1.250
radial PAW levels: 1s -0.4999998, 2s -0.1248738 hartree
2s level minus exact -1/8: 0.1262 mHa
E_h - E0 in mHa: nucleus on grid point | at cell centre
order 2, h=0.6 bohr: -20.42860 | -19.19883
order 2, h=0.4 bohr: -8.24634 | -8.28581
order 2, h=0.3 bohr: -4.54418 | -4.56518
order 4, h=0.6 bohr: -3.39875 | -2.17185
order 4, h=0.4 bohr: -0.54627 | -0.58480
order 4, h=0.3 bohr: -0.16858 | -0.18933
order 6, h=0.6 bohr: -1.48208 | -0.24291
order 6, h=0.4 bohr: -0.07115 | -0.10933
order 6, h=0.3 bohr: -0.00324 | -0.02397
on grid point, mHa: T_h-T | sampling Q | R_h-E0
order 2, h=0.6: -17.09480 | -0.71829 | -17.80922
order 2, h=0.4: -7.76488 | 0.01001 | -7.75490
order 2, h=0.3: -4.40359 | 0.01264 | -4.39096
order 4, h=0.6: -2.51521 | -0.71829 | -3.23280
order 4, h=0.4: -0.54755 | 0.01001 | -0.53755
order 4, h=0.3: -0.18022 | 0.01264 | -0.16758
order 6, h=0.6: -0.72980 | -0.71829 | -1.44778
order 6, h=0.4: -0.08051 | 0.01001 | -0.07050
order 6, h=0.3: -0.01585 | 0.01264 | -0.00320
order 2: <k^4>=1.9780 a.u., A=0.049451 a.u., law at 0.3: -4.45057 mHa, solved/law 1.0210
order 4: <k^6>=9.8473 a.u., A=0.023446 a.u., law at 0.3: -0.18991 mHa, solved/law 0.8877
order 6: <k^8>=83.8682 a.u., A=0.024961 a.u., law at 0.3: -0.01820 mHa, solved/law 0.1781
order 2, h=0.3: deficit inside 5.2131, outside -0.8095 mHa
error: exact subtraction -4.5442, same stencil 0.7731 mHa
error with exact subtraction: -123.65 meV
Gaussian exponents (bohr^-2): 0.4 0.12 1.0 0.04 2.5
1 to 5 Gaussians, E-E0 in mHa: 58.9421 19.7980 0.8718 0.8687 0.3122
sinc kinetic matrix, E_h-E0 in mHa: on point | cell centre
h=1.2 bohr: -149.36647 | 93.82327
h=1.0 bohr: -16.27175 | 14.91239
h=0.8 bohr: 6.27120 | -6.95234
h=0.6 bohr: -0.75266 | 0.49830
h=0.5 bohr: 0.19759 | -0.23705
```
